# Peierls link phases and gauge-origin errors in grid Hamiltonians

## What goes wrong

Place an electron in a harmonic dot, apply a uniform magnetic field, and replace derivatives by central differences on a grid of spacing 1 nm. With the gauge origin at the centre of the dot, separate discretisation of $p^2$, $\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A$ and $A^2$ gives a ground-state energy of 10.32 meV. With the gauge origin 40 nm away, the same code gives 36.16 meV. Field, dot and grid are unchanged, and so should the energy be.

The cure is to put the vector potential into the phases of the hopping elements. Each choice of gauge then gives a unitarily equivalent matrix at finite grid spacing. The discretisation error remains, but it no longer depends on the gauge.

## Conventions

The electron has charge $-e$, with $e>0$, and mass $m$. Spin is omitted, fields are static, and the potential $V(\mathbf r)$ is local. In Gaussian units

$$
H=\frac{1}{2m}\left(\mathbf p+\frac{e}{c}\mathbf A\right)^2+V
=\frac{\hbar^2}{2m}(-i\nabla+\mathbf q)^2+V,\qquad
\mathbf q=\frac{e\mathbf A}{\hbar c}.
$$

Under $\mathbf A'=\mathbf A+\nabla\chi$, define $\lambda=e\chi/\hbar c$, so that $\mathbf q'=\mathbf q+\nabla\lambda$, and let $\psi'=e^{-i\lambda}\psi$. The product rule gives

$$
(-i\nabla+\mathbf q')\psi'
=e^{-i\lambda}(-i\nabla-\nabla\lambda+\mathbf q+\nabla\lambda)\psi
=e^{-i\lambda}(-i\nabla+\mathbf q)\psi .
$$

Applying the operator twice shows that $H'=e^{-i\lambda}He^{i\lambda}$. This is the property the grid must keep. For a positive charge $+e$, reverse the sign of $\mathbf q$ throughout.

The grid is finite, with spacing $a$ along each axis $\mu$ and $\psi=0$ outside. Let $t=\hbar^2/2ma^2$.

## The link rule

Follow $\psi$ along a grid line from $\mathbf r$ and define

$$
f(s)=\exp\left[i\int_0^s q_\mu(\mathbf r+s'\hat\mu)\,ds'\right]\psi(\mathbf r+s\hat\mu).
$$

Differentiating the exponential produces $iq_\mu$, so $-if'(s)$ is the same exponential times $(-i\partial_\mu+q_\mu)\psi$. A second differentiation gives, at $s=0$,

$$
-f''(0)=\left[(-i\partial_\mu+q_\mu)^2\psi\right](\mathbf r).
$$

An ordinary second derivative of $f$ therefore contains the whole vector potential. Take any symmetric stencil

$$
f''(0)\approx\frac1{a^2}\left\{c_0f(0)+\sum_{j\ge1}c_j[f(ja)+f(-ja)]\right\},
$$

with real $c_j$; the second-order stencil has $c_0=-2$, $c_1=1$. Define the link factor

$$
U_{\mu j}(\mathbf r)=\exp\left[i\int_{\mathbf r}^{\mathbf r+ja\hat\mu}\mathbf q\cdot d\mathbf l\right].
$$

The integral to $-ja$ runs backwards, so its factor is $U^*_{\mu j}(\mathbf r-ja\hat\mu)$. Inserting $f$ into the stencil gives

$$
\begin{aligned}
(H_P\psi)(\mathbf r)=V\psi(\mathbf r)-t\sum_\mu\Big\{&c_0\psi(\mathbf r)
+\sum_j c_j\big[U_{\mu j}(\mathbf r)\psi(\mathbf r+ja\hat\mu)\\
&+U^*_{\mu j}(\mathbf r-ja\hat\mu)\psi(\mathbf r-ja\hat\mu)\big]\Big\}.
\end{aligned}
$$

The forward and backward elements are complex conjugates, so $H_P$ is Hermitian. A hop of length $ja$ needs the phase of its whole link, not the phase of one grid step.

### Proof of covariance

The line integral of a gradient is the difference of its end values. Hence

$$
U'_{\mu j}(\mathbf r)=U_{\mu j}(\mathbf r)\,
e^{i[\lambda(\mathbf r+ja\hat\mu)-\lambda(\mathbf r)]}.
$$

Let $G$ be the diagonal matrix with entries $e^{-i\lambda(\mathbf r)}$. For any matrix $H$,

$$
(GHG^\dagger)_{\mathbf r\mathbf r'}
=e^{-i\lambda(\mathbf r)}H_{\mathbf r\mathbf r'}e^{i\lambda(\mathbf r')}.
$$

With $\mathbf r'=\mathbf r+ja\hat\mu$, this is the factor gained by the link. Diagonal elements are unchanged on both sides. Therefore

$$
H_P'=GH_PG^\dagger .
$$

No expansion in $a$ was used. Since $G$ is unitary, all eigenvalues agree.

### Conditions for an implementation

The proof needs the change in each link phase to equal the difference of $\lambda$ between its ends. The midpoint approximation $ja\,q_\mu(\mathbf r+ja\hat\mu/2)$ achieves this when $\lambda$ is at most quadratic, because $\partial_\mu\lambda$ is then linear along the link. This covers the symmetric and Landau gauges of a uniform field. For a general $\lambda$, expansion about the midpoint gives the leading phase error $-(ja)^3\partial_\mu^3\lambda/24$, and covariance is lost. For the dot and grid of the worked example below, adding the gauge function $\lambda=2\sin(x/3)\sin(y/5)$ ($x$, $y$ in nm) to the centred gauge and using midpoint links shifts the ground energy by $-0.003$ meV; accurate quadrature of the link integrals removes the shift.

If the potential has a nonlocal kernel $V(\mathbf r,\mathbf r')$, that kernel must also acquire the factor $e^{-i\lambda(\mathbf r)+i\lambda(\mathbf r')}$. Leaving it unchanged breaks the proof. On a periodic grid, $e^{-i\lambda}$ must be single-valued around the cell, or the boundary condition changes with the gauge.

For the second-order stencil, multiply the link factors counterclockwise around one cell in a uniform field $B\hat z$. Stokes' theorem gives the total phase

$$
\oint\mathbf q\cdot d\mathbf l=\frac{eBa^2}{\hbar c}=\kappa a^2,
\qquad \kappa=\frac{eB}{\hbar c}.
$$

A gradient adds nothing to a closed integral, so this phase is a useful gauge-independent check on signs and indexing.

## What term-by-term discretisation does

Expanding the square while keeping the operator order gives

$$
(-i\nabla+\mathbf q)^2\psi
=-\nabla^2\psi-i[\mathbf q\cdot\nabla\psi+\nabla\cdot(\mathbf q\psi)]+q^2\psi .
$$

Use the second-order stencil for $\nabla^2$ and $[\psi(\mathbf r+a\hat\mu)-\psi(\mathbf r-a\hat\mu)]/2a$ for first derivatives. In the mixed terms, the coefficient of $\psi(\mathbf r+a\hat\mu)$ is

$$
-\frac{i}{2a}\left[q_\mu(\mathbf r)+q_\mu(\mathbf r+a\hat\mu)\right].
$$

Multiplication by $\hbar^2/2m=ta^2$ and addition of the ordinary hop $-t$ give the forward element

$$
-t(1+i\bar\theta_\mu),\qquad
\bar\theta_\mu=\frac a2\left[q_\mu(\mathbf r)+q_\mu(\mathbf r+a\hat\mu)\right].
$$

The diagonal element is $V+\sum_\mu t(2+\theta_\mu^2)$, with $\theta_\mu=aq_\mu(\mathbf r)$.

The link rule has $e^{i\theta}$ where this scheme has $1+i\theta$. The missing second-order part of the two hops acts on a nearly constant $\psi$ as $-2t(-\theta^2/2)\psi=t\theta^2\psi$. The diagonal $A^2$ term supplies that amount, but it cannot follow the variation of $\psi$ between neighbours, and higher powers of $\theta$ are not restored.

### An exact form in a uniform field

Put the gauge origin at $\mathbf d=d\hat x$. Then $\mathbf A=\frac12\mathbf B\times(\mathbf r-\mathbf d)$ gives

$$
q_x=-\frac{\kappa y}{2},\qquad
q_y=\frac{\kappa x}{2}-\delta,\qquad
\delta=\frac{\kappa d}{2}.
$$

Moving the origin from zero to $d$ is the gauge change $\lambda=-\delta y$. Neither $q_x$ nor $q_y$ varies along its own axis, so $\bar\theta_\mu=\theta_\mu$. Write

$$
1+i\theta_\mu=s_\mu e^{i\varphi_\mu},\qquad
s_\mu=\sqrt{1+\theta_\mu^2},\qquad
\varphi_\mu=\arctan\theta_\mu .
$$

Let $T_\mu$ be the field-free kinetic matrix, with diagonal $2t$ and hops $-t$, and let $G_\mu=e^{-i\varphi_\mu r_\mu/a}$. Since $\varphi_\mu$ is constant along the line, $G_\mu T_\mu G_\mu^\dagger$ has forward hop $-te^{i\varphi_\mu}$. Multiplication by $s_\mu$ reproduces the required hop. The diagonal follows from $\theta_\mu^2=s_\mu^2-1$:

$$
t(2+\theta_\mu^2)=t(1+s_\mu^2)=2ts_\mu+t(s_\mu-1)^2.
$$

Thus

$$
H_T=V+\sum_\mu\left[G_\mu s_\mu T_\mu G_\mu^\dagger+t(s_\mu-1)^2\right].
$$

The scheme stretches the kinetic energy and adds a false potential. Moreover, $\langle\psi|T_\mu|\psi\rangle$ is $t$ times the sum of squared neighbour differences, including the links to the zero boundary values, so $T_\mu\ge0$. The factor $s_\mu$ is positive and commutes with $T_\mu$. The ground energy therefore obeys

$$
E_{T,0}\ge\min_{\mathbf r}\left[V+\sum_\mu t(s_\mu-1)^2\right].
$$

On a fixed finite grid the right side grows without limit as $|d|\to\infty$, because $s_y$ does so at every point.

The fault does not require a magnetic field. Set $B=0$ and take a constant $q_y$. Now $G_y$ is one diagonal unitary matrix for the whole grid and removes all phases, leaving

$$
T_x+s_yT_y+V+t(s_y-1)^2.
$$

Compared with $\mathbf A=0$, the added operator is $(s_y-1)T_y+t(s_y-1)^2$. Every level rises by at least $t(s_y-1)^2$, although the vector potential is a pure gauge.

### A trace test

For $B\ne0$, the sum of eigenvalues gives another direct proof. Hops do not contribute to the trace, so the vector potential enters the mean eigenvalue through $(\hbar^2/2m)\langle q^2\rangle_{\rm grid}$, where the average is over grid points. Changing the origin changes $q^2$ by

$$
\left(\frac{\kappa x}{2}-\delta\right)^2-\left(\frac{\kappa x}{2}\right)^2
=-\kappa x\delta+\delta^2.
$$

On a grid centred at zero, the average of $x$ vanishes. The mean eigenvalue rises by

$$
\frac{\hbar^2\delta^2}{2m}=\frac{e^2B^2d^2}{8mc^2}.
$$

This is nonzero for every $d\ne0$, so the two spectra cannot be the same. It describes the mean over the whole spectrum, not the shift of a particular low level.

### The flux is distorted too

Take the cell whose lower-left corner is the grid centre. Its bottom link has zero phase. Adding the right, top and left phases in counterclockwise order gives

$$
\Phi_T=\arctan\frac{\kappa a(a-d)}2+\arctan\frac{\kappa a^2}{2}
+\arctan\frac{\kappa ad}{2}.
$$

For $\kappa a^2\ll1$, the first and last terms together are the derivative of the arctangent times $\kappa a^2/2$. Hence

$$
\frac{\Phi_T}{\kappa a^2}\approx
\frac12\left[1+\frac1{1+a^2\delta^2}\right].
$$

A distant gauge origin therefore reduces the flux carried by the hopping phases in this cell.

## Size of the error for smooth states

Let $k_\mu=-i\partial_\mu$ and $K_\mu=k_\mu+q_\mu$. In the gauges above, $k_\mu$ and $q_\mu$ for the same axis commute. For states smooth on the scale $a$, and for $a|q_\mu|\ll1$,

$$
\frac{2(1-\cos ak)}{a^2}=k^2-\frac{a^2k^4}{12}+\cdots,\qquad
\frac{\sin ak}{a}=k-\frac{a^2k^3}{6}+\cdots .
$$

The first expression represents $-\nabla^2$ and the second $-i\nabla$. The leading term-by-term error per axis is therefore

$$
-\frac{\hbar^2a^2}{24m}(k^4+4qk^3).
$$

Substitute $k=K-q$:

$$
\begin{aligned}
k^3(k+4q)&=(K^3-3K^2q+3Kq^2-q^3)(K+3q)\\
&=K^4-6K^2q^2+8Kq^3-3q^4.
\end{aligned}
$$

With Peierls links, $e^{iaq}e^{iak}=e^{iaK}$, so the kinetic operator depends on $K$ alone and its leading error is $-\hbar^2a^2K^4/24m$. Subtraction gives the extra term-by-term error

$$
\Delta H=\frac{\hbar^2a^2}{2m}\sum_\mu
\left(\frac{K_\mu^2q_\mu^2}{2}-\frac{2K_\mu q_\mu^3}{3}+\frac{q_\mu^4}{4}\right).
$$

### Ground state of a harmonic dot

Let $V=\frac12m\omega_0^2r^2$ in two dimensions. In the centred gauge, the linear field term is $(eB/2mc)L_z$, and the quadratic term changes the oscillator frequency to

$$
\Omega^2=\omega_0^2+\left(\frac{eB}{2mc}\right)^2.
$$

The levels are $\hbar\Omega(2n+|l|+1)+\hbar(eB/2mc)l$, with $n=0,1,2,\ldots$ and integer $l$. Since $eB/2mc<\Omega$, the lowest has $n=l=0$: its energy is $\hbar\Omega$ and its wavefunction is proportional to $e^{-r^2/2\ell^2}$, where $\ell^2=\hbar/m\Omega$.

First-order perturbation theory needs averages in this state. Covariance of $K$ lets us use its centred form $K_\mu=k_\mu+g_\mu$, with $g_x=-\kappa y/2$ and $g_y=\kappa x/2$, while $q_y=g_y-\delta$. The Gaussian gives

$$
u=\langle k_\mu^2\rangle=\frac1{2\ell^2},\quad
w=\langle g_\mu^2\rangle=\frac{\kappa^2\ell^2}{8},\quad
\langle k_\mu^4\rangle=3u^2,\quad
\langle g_\mu^4\rangle=3w^2.
$$

For one axis, $k_\mu$ and $g_\mu$ involve different coordinates, so their averages factor; odd powers vanish. For the $y$ axis,

$$
\begin{aligned}
\langle K^2q^2\rangle&=u(w+\delta^2)+3w^2+w\delta^2,\\
\langle Kq^3\rangle&=3w^2+3w\delta^2,\\
\langle q^4\rangle&=3w^2+6w\delta^2+\delta^4.
\end{aligned}
$$

In $\langle\Delta H\rangle$, the coefficient of $w\delta^2$ is $\frac12-2+\frac32=0$. The $x$ axis does not depend on $d$. Consequently, to order $a^2$,

$$
E_T(d)-E_T(0)\approx\frac{\hbar^2a^2}{2m}
\left(\frac{\delta^2}{4\ell^2}+\frac{\delta^4}{4}\right).
$$

The gauge-independent Peierls error follows from $\langle K_\mu^4\rangle=3u^2+6uw+3w^2=3(u+w)^2$. Summing both axes,

$$
E_P-\hbar\Omega\approx-\frac{\hbar^2a^2}{4m}(u+w)^2.
$$

## Worked example

The model has the free-electron mass, $\hbar\omega_0=10$ meV, $B=5\times10^5$ G, $a=1$ nm and $25\times25$ grid points. The cyclotron quantum is 5.788 meV, so

$$
\hbar\Omega=\sqrt{10^2+(5.788/2)^2}\ \text{meV}=10.410\ \text{meV}.
$$

The scan gives the following energies in meV; the flux ratio is $\Phi_T/\kappa a^2$.

| $d$ (nm) | Peierls | Term by term | Lower bound | Flux ratio |
|---:|---:|---:|---:|---:|
| 0 | 10.307 | 10.321 | 0.000 | 1.000 |
| 5 | 10.307 | 10.379 | 0.012 | 0.986 |
| 10 | 10.307 | 10.679 | 0.185 | 0.942 |
| 20 | 10.307 | 13.341 | 2.493 | 0.823 |
| 40 | 10.307 | 36.159 | 24.268 | 0.654 |

The lower bound applies to the term-by-term energy. At $d=0$ and 5 nm, that energy is closer to the continuum value than the Peierls energy is. This is a cancellation: the Peierls error is negative, while the extra term-by-term error is positive and grows with $d$. By 10 nm the sum has overshot.

For $d=10$ nm, $\hbar^2/2m=38.10$ meV nm$^2$, $\delta=0.3798$ nm$^{-1}$ and $\ell^2=7.320$ nm$^2$. The coefficient of $a^2$ in the origin shift is

$$
38.10\left(\frac{0.3798^2}{4\times7.320}+\frac{0.3798^4}{4}\right)
=0.386\ \text{meV nm}^{-2}.
$$

Diagonalisation gives shifts of 0.358, 0.0946 and 0.0240 meV at $a=1$, 0.5 and 0.25 nm. Extrapolation of shift$/a^2$ gives 0.386 meV nm$^{-2}$, in agreement with the formula. The Peierls error at the same spacings is $-0.104$, $-0.0258$ and $-0.00645$ meV, also following its $a^2$ law.

With $B=0$ and constant $q_y=0.5$ nm$^{-1}$, the stretch factor is $s_y=1.118$. The false constant energy is $38.10(0.118)^2=0.53$ meV. The computed ground energy rises from 9.917 to 10.735 meV, or by 0.818 meV; the rest of the rise comes from the stretched $T_y$.

Refining the grid reduces the origin error at fixed $d$, but $a|q_\mu|$ must be small wherever the state has weight. Link phases remove that requirement on the choice of origin. The grid must still resolve the state and the physical flux per cell. The numerical check tests the covariance identity, the exact term-by-term form and both $a^2$ laws.

## Table of computed values

```
magnetic field B = 5.0e+05 G
dot quantum hbar*omega0 = 10.0 meV
hbar^2/2m = 38.0998 meV nm^2
kappa = eB/(hbar c) = 0.075963 nm^-2
cyclotron quantum hbar*e*B/(m c) = 5.7884 meV
exact continuum ground energy = 10.41040 meV
squared dot length ell^2 = 7.3196 nm^2
grid spacing a = 1.0 nm, points = 25 x 25 = 625
hopping t = 38.0998 meV
stencil order 2: max |H' - G H G+| = 6.4e-14 meV
stencil order 4: max |H' - G H G+| = 5.9e-14 meV
curved gauge, midpoint links: ground shift = -0.00302 meV
Peierls plaquette phase = 0.075963 rad
d(nm) | E Peierls | E term-by-term | lower bound (meV) | flux ratio
  0.0 | 10.306661 | 10.320677 | 0.000000 | 0.99952
  5.0 | 10.306661 | 10.378719 | 0.012171 | 0.98552
 10.0 | 10.306661 | 10.678785 | 0.185099 | 0.94214
 20.0 | 10.306661 | 13.340864 | 2.493086 | 0.82265
 40.0 | 10.306661 | 36.159440 | 24.268090 | 0.65358
Landau gauge, Peierls ground energy = 10.306661 meV
Landau gauge, term-by-term ground energy = 10.335398 meV
all Peierls levels, d = 0 and 20 nm: max change = 2.0e-12 meV
term-by-term mean level rise, d = 20 nm: 21.98525 meV
e^2 B^2 d^2/(8 m c^2) = 21.98525 meV
B = 0, constant eA/(hbar c) = 0.5 nm^-1, scale s = 1.118034
B = 0, Peierls ground energy = 9.917289 meV
B = 0, term-by-term ground energy = 10.734972 meV
a^2 laws for d = 10 nm, delta = 0.37982 nm^-1
a = 1.00 nm: origin shift = 0.358108 meV, Peierls error = -0.103734 meV
a = 0.50 nm: origin shift = 0.094592 meV, Peierls error = -0.025826 meV
a = 0.25 nm: origin shift = 0.024001 meV, Peierls error = -0.006450 meV
origin shift / a^2: extrapolated = 0.38589 meV nm^-2
origin shift / a^2: formula = 0.38595 meV nm^-2
Peierls error / a^2: extrapolated = -0.10316 meV nm^-2
Peierls error / a^2: formula = -0.10316 meV nm^-2
```
